# Climbing-image elastic band in two dimensions: when it finds the saddle

During atomic layer deposition a surface hydroxyl group may pass its proton to a ligand of an arriving precursor molecule, and the protonated ligand then leaves. The proton starts in one energy minimum and ends in another, and the classical rate depends exponentially on the height of the pass between them. The two minima are easy to find by going downhill. The pass is harder: it is a first-order saddle, a stationary point with one direction of negative curvature, and a downhill search runs away from it.

## A model surface with a known answer

Let $x$ be the transfer coordinate of the proton and $y$ a displacement of the heavy atoms. A model energy with two minima joined by a curved valley is

$$V=W(x)+\tfrac12 k\,u^2,\qquad u=y-\beta x-\gamma x^2,$$

$$W(x)=E_0\left(\frac{x^2}{L^2}-1\right)^2+\frac{\varepsilon x}{L}.$$

The round parameters are $E_0=0.6$ eV, $L=0.5$ Å, $\varepsilon=-0.1$ eV, $k=20$ eV/Å$^2$, $\beta=0.2$ and $\gamma=0.5$ Å$^{-1}$. They stand for no particular material. Lengths and angles in the $(x,y)$ plane are Cartesian, without mass weighting.

The stationary points need no path search. From $\partial V/\partial y=ku=0$ we get $u=0$. Then $\partial V/\partial x=W'(x)-ku(\beta+2\gamma x)$ reduces to $W'(x)$, so

$$\frac{4E_0x}{L^2}\left(\frac{x^2}{L^2}-1\right)+\frac{\varepsilon}{L}=0 .$$

The three roots of this cubic are the reactant at $x=-0.489$ Å, the saddle at $x=-0.021$ Å and the product at $x=0.510$ Å. The barrier from the reactant is $0.60209-0.09894=0.50315$ eV.

At the saddle the Hessian $H$, the matrix of second derivatives, has the entries $H_{xx}=-8.908$, $H_{xy}=-3.583$ and $H_{yy}=20$ eV/Å$^2$. Its eigenvalues are

$$\frac{H_{xx}+H_{yy}}2\pm\sqrt{\left(\frac{H_{yy}-H_{xx}}2\right)^2+H_{xy}^2}=5.546\pm14.891 .$$

Write them as $-a$ and $b$, with $a=9.35$ and $b=20.44$ eV/Å$^2$. The eigenvector belonging to $-a$ is the unstable mode.

## What the ordinary band leaves undone

Place a row of images $\mathbf R_i$ between the minima and let each follow $-\mathbf g$, where $\mathbf g=\nabla V$. They slide into the minima and leave the pass empty. The nudged elastic band prevents this by splitting the force with a unit tangent $\boldsymbol\tau$. The true force acts across the path, and springs of constant $k_s$ act along it:

$$\mathbf F_i=-\mathbf g+(\mathbf g\cdot\boldsymbol\tau)\boldsymbol\tau+k_s\left(|\mathbf R_{i+1}-\mathbf R_i|-|\mathbf R_i-\mathbf R_{i-1}|\right)\boldsymbol\tau .$$

On a slope, $\boldsymbol\tau$ is taken along the line joining the image to its higher neighbour, and it always points towards increasing $i$, so that the spring term has the right sign. At an image higher than both neighbours, it is the normalized sum

$$\boldsymbol\tau\propto(V_i-V_{i-1})(\mathbf R_{i+1}-\mathbf R_i)+(V_i-V_{i+1})(\mathbf R_i-\mathbf R_{i-1}).$$

At rest the two parts of $\mathbf F_i$ vanish separately, because they are perpendicular. The springs therefore make the spacings equal. Nothing in this condition places an image at the saddle.

Suppose the highest image rests a small distance $\delta$ from the saddle, nearly along the unstable mode. The gradient vanishes at the saddle, so the first term in the energy difference is quadratic:

$$V_{\rm saddle}-V_{\rm top}\simeq\tfrac12a\delta^2 .$$

With five moving images the highest one stops at $\delta=0.0611$ Å. The estimate is $\tfrac12(9.3455)(0.06111)^2=0.01745$ eV, and the actual deficit is $0.01736$ eV. This is 3.5% of the barrier, but it enters an exponential. At 500 K, where $k_BT=0.04309$ eV, the classical rate at equal prefactor comes out too high by the factor $\exp(0.01736/0.04309)=1.50$.

More images reduce the spacing, and with it the largest value $\delta$ can take, at the price of more energy and force evaluations. The alternative is to let one image find the saddle by itself.

## How much of the tangential force to remove

Choose the highest image, take away its springs, and subtract $s$ times the tangential part of its gradient:

$$\mathbf F_c=-(I-s\boldsymbol\tau\boldsymbol\tau^{T})\mathbf g .$$

Near the saddle, $\mathbf g\simeq H\,\delta\mathbf x$, where $\delta\mathbf x$ is the displacement from it. Let $\boldsymbol\tau$ lie along the unstable mode, and let $p$ and $q$ be the components of $\delta\mathbf x$ along and across it. Then $\mathbf g=(-ap,\,bq)$. The factor $1-s$ multiplies the first component, and moving with velocity $\mathbf F_c$ gives

$$\dot p=-(s-1)a\,p,\qquad \dot q=-b\,q .$$

The dot is a derivative with respect to a fictitious time in Å$^2$/eV, so rates are in eV/Å$^2$.

Three choices show what goes wrong and what cures it. Each was run from the highest image of the ordinary band, with its tangent held fixed.

- For $s=0$ the image is free, and $p$ grows at rate $a$. The run ends in the product minimum.
- For $s=1$ the tangential force is only deleted, and $p$ does not move. The run stays where it began, with a gradient of 0.565 eV/Å left over. The linear estimate is $a\delta=9.3455\times0.06111=0.571$ eV/Å.
- For $s=2$ the tangential force is reversed, and $p$ decays at rate $a$. The run ends at the saddle.

In this aligned case any $s>1$ gives attraction. The value $s=2$ has a further property: the matrix $R=I-2\boldsymbol\tau\boldsymbol\tau^T$ is a reflection. Since $\boldsymbol\tau^T\boldsymbol\tau=1$,

$$R^2=I-4\boldsymbol\tau\boldsymbol\tau^T+4\boldsymbol\tau(\boldsymbol\tau^T\boldsymbol\tau)\boldsymbol\tau^T=I .$$

Reversal therefore preserves the length of the force. It also creates no false rest points: if $R\mathbf g=0$, multiplying by $R$ gives $\mathbf g=0$. The climbing image can rest at stationary points of $V$ and nowhere else. This second property is shared by every $s\neq1$, because $I-s\boldsymbol\tau\boldsymbol\tau^T$ has determinant $1-s$. For $s=1$ it fails, since any gradient parallel to $\boldsymbol\tau$ is annihilated.

## Which stationary points attract

A minimum is also a stationary point, so the rest condition does not yet select the saddle. Stability must do that, and with a tangent that need not be aligned.

Let the whole band be displaced slightly from rest. The gradient at the climbing image becomes $H\,\delta\mathbf x$ plus terms of higher order. The reflection also changes, because $\boldsymbol\tau$ depends on the neighbours, but its change multiplies a gradient that is already first order. To first order, therefore,

$$\delta\dot{\mathbf x}=-RH\,\delta\mathbf x,$$

with $R$ taken at the rest point. The neighbours' displacements have dropped out. They still respond to the climbing image, so the linearized band is block triangular: its rates are those of $RH$ together with those of the other images when the climbing image is held fixed.

Stationary points with a zero Hessian eigenvalue are excluded here. The two eigenvalues $\lambda$ of $RH$ satisfy

$$\lambda^2-T\lambda+D=0,\qquad T=\operatorname{tr}(RH),\quad D=\det(RH).$$

Attraction requires both to have positive real parts. Since $D$ is their product and $T$ their sum, this is equivalent to $D>0$ and $T>0$. A negative $D$ means real eigenvalues of opposite sign. With $D>0$ they are either real with the same sign or a complex pair, and $T$ then fixes the sign of the real part.

The reflection has eigenvalue $-1$ along $\boldsymbol\tau$ and $+1$ across it, so $\det R=-1$ and

$$D=\det R\,\det H=-\det H .$$

Minima and maxima have $\det H>0$, hence $D<0$, and one direction always leads away from them. A first-order saddle has $\det H=-ab$, hence $D=ab>0$. This is the selection that makes the method work.

For the trace, let $\theta$ be the angle between $\boldsymbol\tau$ and the unstable mode. In the eigenvector basis of $H$, $\boldsymbol\tau=(\cos\theta,\sin\theta)$, and

$$\begin{aligned}
T&=\operatorname{tr}H-2\boldsymbol\tau^TH\boldsymbol\tau\\
&=(b-a)-2(-a\cos^2\theta+b\sin^2\theta)\\
&=a(2\cos^2\theta-1)+b(1-2\sin^2\theta)\\
&=(a+b)\cos2\theta .
\end{aligned}$$

The sign of $\boldsymbol\tau$ is irrelevant to $R$, so $|\theta|\le90^\circ$ covers all cases. A saddle attracts the climbing image when $|\theta|<45^\circ$ and repels it when $|\theta|>45^\circ$, whatever the values of $a$ and $b$. At $45^\circ$ the linear theory does not decide.

This rule was tested against computed eigenvalues for 3000 random Hessians and tangents. None of the 881 minima and maxima attracted. Of the 2119 saddles 1046 did, close to the half expected for tangents of random direction.

The model surface shows the same change of behaviour. With the tangent frozen at $40^\circ$,

$$T=29.783\cos80^\circ=5.17\ \text{eV/Å}^2 .$$

Since $T^2=26.7$ is less than $4D=764$ (both in eV$^2$/Å$^4$), the eigenvalues are complex, and the image spirals in at rate $T/2=2.59$ eV/Å$^2$. Over 2000 steps of 0.001 Å$^2$/eV the expected factor is about $e^{-5.2}=0.006$, and the run gives 0.005. At $50^\circ$ the sign of $T$ reverses. The expected growth is about 180, and the run gives 159. Two effects left out of the estimate account for most of the difference. The spiral is elliptical, so the distance oscillates relative to a pure exponential. The finite step $h=0.001$ Å$^2$/eV also raises the final distance, by a factor of about $\exp(2000\,h^2D/2)=1.2$, as follows from the step formula derived below.

In more than two dimensions $D=-\det H$ still holds, but $D>0$ and $T>0$ together no longer ensure that all real parts are positive, so this proof cannot simply be carried over. Half of the rule survives. At a first-order saddle write $H=R_0|H|$, where $R_0$ is the reflection along the unstable mode and $|H|$ is positive definite. Then $RR_0$ is a rotation by $2\theta$ in one plane, whose symmetric part is positive definite for $|\theta|<45^\circ$. The matrix $RH$ is similar to $|H|^{1/2}RR_0|H|^{1/2}$, whose symmetric part is then positive definite too, so the saddle attracts. Beyond $45^\circ$ it may attract or repel, depending on the curvatures.

## Why the band supplies a suitable tangent

The scheme would be of little use if the $45^\circ$ condition had to be arranged by hand. Consider a neighbour of the climbing image, with the latter at the saddle. Let the neighbour lie at distance $r$ and angle $\phi$ from the unstable mode, so that $\mathbf v=r(\cos\phi,\sin\phi)$. It is lower than the climbing image and higher than the next image out, so its tangent lies along $\mathbf v$. Springs change $r$ but not $\phi$. On a quadratic surface $\mathbf g=r(-a\cos\phi,\,b\sin\phi)$. With the transverse unit vector $\mathbf n=(-\sin\phi,\cos\phi)$,

$$r\dot\phi=-\mathbf n\cdot\mathbf g=-r(a+b)\sin\phi\cos\phi,$$

$$\dot\phi=-\tfrac12(a+b)\sin2\phi .$$

For small $\phi$ this is $\dot\phi=-(a+b)\phi$: the neighbour turns onto the unstable mode. The equation holds only while the neighbour is lower than the climbing image, which on this surface means $\tan^2\phi<a/b$. Throughout that sector $|\phi|$ decreases. Differentiating the band force numerically on a quadratic saddle gives a turning rate of 29.783 eV/Å$^2$, equal to $a+b$.

Real valleys bend. Let $c$ be the third derivative of $V$ taken once across and twice along the unstable mode. For small $\phi$ the condition of zero transverse force becomes

$$(a+b)r\phi+\tfrac12cr^2=0\quad\Rightarrow\quad\phi=-\frac{cr}{2(a+b)} .$$

The chord to a neighbour is thus misaligned in proportion to the spacing. Between 5 and 23 moving images, the larger spacing next to the saddle falls from 0.198 to 0.046 Å, and the larger chord angle falls from $4.2^\circ$ to $0.9^\circ$.

The tangent does better than either chord. The transverse offset of a neighbour is $r\phi=\kappa r^2$, with $\kappa=-c/[2(a+b)]$, and it has the same sign on both sides of the saddle. The chords of the next and previous images, both taken in the forward direction, are then $(r_+,\kappa r_+^2)$ and $(r_-,-\kappa r_-^2)$. Their weights in the tangent formula are $\tfrac12ar_-^2$ and $\tfrac12ar_+^2$ to leading order. The transverse part of the weighted sum is

$$\tfrac12a\kappa\left(r_-^2r_+^2-r_+^2r_-^2\right)=0 .$$

The energy weights cancel the leading effect of curvature even when the two spacings differ. What remains in the angle is of second order in the spacing. The computed tangent angles are $0.28^\circ$, $0.05^\circ$ and $0.01^\circ$ for 5, 11 and 23 moving images, far inside the $45^\circ$ limit.

## The step length

An actual calculation moves in finite steps, $\mathbf x\to\mathbf x+h\mathbf F_c$. Each linear mode is multiplied by $1-h\lambda$ per step, and convergence requires $|1-h\lambda|<1$. For real positive eigenvalues this gives $h<2/\lambda_{\max}$. For a complex pair, $\lambda+\lambda^*=T$ and $|\lambda|^2=D$, so

$$|1-h\lambda|^2=1-hT+h^2D<1\quad\Rightarrow\quad h<\frac TD=\frac{(a+b)\cos2\theta}{ab} .$$

The allowed step shrinks to zero as $\theta$ approaches $45^\circ$. At $40^\circ$ it is $5.17/191.0=0.0271$ Å$^2$/eV. Runs of 1000 steps bracket the limit: at 0.9 of it the distance to the saddle shrinks to 0.0018 of its initial value, and at 1.1 it grows by a factor of 1500.

For an aligned tangent the climbing image alone would allow $h<2/b=0.098$ Å$^2$/eV. On a quadratic surface its neighbours turn at rate $a+b$ and demand $h<2/(a+b)=0.067$ Å$^2$/eV. Images elsewhere may need a still shorter step, since they feel other curvatures and the springs. In the five-image band below the largest rate, 34.4 eV/Å$^2$, comes from the image next to the product and sets the limit at 0.058 Å$^2$/eV. The band calculation uses $h=0.01$ Å$^2$/eV.

## The complete algorithm on the model

1. Find the two minima and join them by a straight row of images.
2. Relax the ordinary band for some steps, here 300, so that the highest image lies near the pass.
3. Mark that image and keep the choice fixed. Give it the force $-R\mathbf g$ and leave the other forces unchanged.
4. Update the tangents and move all images until every force component is below a tolerance, here $10^{-9}$ eV/Å.
5. Check the Hessian at the climbing image: one negative eigenvalue, with the tangent close to its eigenvector.

With five moving images and $k_s=5$ eV/Å$^2$, step 4 takes 383 iterations. The third moving image arrives at $(-0.0209,-0.0040)$ Å, which agrees with the saddle from the cubic to rounding error. The barrier is 0.503 eV, or 48.5 kJ/mol. The number of images is the same as in the ordinary band that missed 0.017 eV.

The numerical derivative of the whole band force confirms the decoupling: the climbing image's response to the others vanishes to rounding error. Its own rates are 9.35 and 20.43 eV/Å$^2$, close to $a$ and $b$. The slowest rate of the band, 4.99 eV/Å$^2$, belongs to the other images. Its size can be understood from the springs. On each side of the climbing image two images move between fixed ends. For a straight chain their spring matrix is

$$k_s\begin{pmatrix}2&-1\\-1&2\end{pmatrix},$$

with eigenvalues $k_s$ and $3k_s$. The lower one is 5 eV/Å$^2$. Here the spacing of the ordinary images, and not the climb, sets the final speed of convergence.

## Where the guarantee ends

The result is local. It says that a suitable saddle attracts a band that is already close, provided that the other images are stable and the step is short enough. It does not say that every initial band comes close. If the path crosses several passes, the marked image may settle on one that is not the highest. If the marked image changes repeatedly, the forces change with it, and the linear analysis does not apply. A very coarse band across a sharply bent valley may start with a tangent outside the $45^\circ$ sector.

The barrier found is also a classical one. For a moving proton, zero-point energy and tunnelling alter the rate, and the prefactor requires masses and vibrational frequencies. These changes are not small here. If $x$ carries the proton mass, the barrier curvature corresponds to $\hbar\omega\approx0.2$ eV, more than four times $k_BT$ at 500 K. The parabolic-barrier tunnelling factor is then about 3, larger than the factor 1.50 removed by the climbing image. The reactant and the saddle together supply the energies and curvatures from which such corrections start. The numerical output lists the stationary points, the band and the runs used above.

## Computed values

```
E0 = 0.6 eV, L = 0.5 angstrom, tilt = -0.1 eV
k = 20.0 eV/angstrom^2, beta = 0.2, gamma = 0.5 1/angstrom
spring = 5.0 eV/angstrom^2, step = 0.01 angstrom^2/eV
reactant: x = -0.48924, y = 0.02183 angstrom, V = 0.09894 eV
saddle: x = -0.02087, y = -0.00396 angstrom, V = 0.60209 eV
product: x = 0.51011, y = 0.23213 angstrom, V = -0.10102 eV
saddle Hessian xx, xy, yy = -8.9081, -3.5826, 20.0000 eV/angstrom^2
a = 9.3455, b = 20.4374 eV/angstrom^2
unstable mode to x axis = 6.96 degrees
random minimum: 465 cases, 0 attracting
random saddle: 2119 cases, 1046 attracting
random maximum: 416 cases, 0 attracting
tangent at 40 degrees: distance ratio after 2000 steps of 0.001 = 0.00496
tangent at 50 degrees: distance ratio after 2000 steps of 0.001 = 159
step limit at 40 degrees = 0.02708 angstrom^2/eV
0.9 of limit: distance ratio after 1000 steps = 0.00177
1.1 of limit: distance ratio after 1000 steps = 1.5e+03
neighbour turning rate = 29.7828, a+b = 29.7828 eV/angstrom^2
steps after first 300: ordinary 924, climbing 383
climbing band: image, x (angstrom), y (angstrom), V (eV)
  0 -0.48924 0.02183 0.09894
  1 -0.33546 -0.01226 0.24852
  2 -0.17798 -0.01516 0.49339
  3 -0.02087 -0.00396 0.60209
  4 0.17327 0.03437 0.43223
  5 0.35783 0.10575 0.08012
  6 0.51011 0.23213 -0.10102
climbing image = 3, distance to saddle = 2.5e-17 angstrom
ordinary top image = 3: x = 0.03955, y = 0.00523 angstrom
its distance to saddle = 0.06111 angstrom
barrier from cubic = 0.50315 eV
barrier, climbing band = 0.50315 eV = 48.547 kJ/mol
barrier, ordinary band = 0.48579 eV
missing energy = 0.01736 eV, a d^2/2 = 0.01745 eV
kT at 500 K = 0.04309 eV, rate too high by factor 1.496
climber rates = 9.3466, 20.4348; slowest band rate = 4.9923 eV/angstrom^2
largest coupling of climber to others = 1.1e-15 eV/angstrom^2
factor 0: end x = 0.51011, y = 0.23213 angstrom, gradient = 5.49e-15 eV/angstrom
factor 1: end x = 0.03955, y = 0.00523 angstrom, gradient = 5.65e-01 eV/angstrom
factor 2: end x = -0.02087, y = -0.00396 angstrom, gradient = 1.64e-16 eV/angstrom
moving images, spacing (angstrom), tangent and chord angle (deg)
  5 0.1979 0.277 4.207
  11 0.0947 0.048 1.744
  23 0.0460 0.013 0.889
```
